# Why Fluorinated Beta-Diketonates Can Be More Volatile Although They Are Heavier

Suppose a precursor for vapour deposition is chosen by the rule that volatile means light. Replacing the methyl groups of aluminium acetylacetonate, Al(acac)$_3$, by trifluoromethyl groups gives the hexafluoroacetylacetonate Al(hfac)$_3$. Its molecular mass rises from 324.3 to 648.1 u, so the rule rejects it. Yet Al(hfac)$_3$ is the more volatile of the two. A second rule, that more electrons must mean stronger attraction and lower volatility, fares no better as a ranking: the electron number rises from 172 to 316.

If the molecules have equal room to move in their condensed phases, what has to be compared is the energy needed to take a molecule out. A surface model shows how this energy can fall while mass, electron number and surface all grow. It also shows how large a fall in cohesion per area is needed, and that the fall is not guaranteed.

## The counter-example

Both complexes are taken as intact monomers with the same idealized octahedral chelate skeleton. The six caps are CH$_3$ in one and CF$_3$ in the other. Subscripts H and F denote the acac and hfac complexes. The molecular surface $S$ is the exposed area of overlapping van der Waals spheres centred on the atoms:

$$
S_H=364.2\ \text{Å}^2,\qquad S_F=466.4\ \text{Å}^2,\qquad \frac{S_F}{S_H}=1.281 .
$$

These areas come from a numerical point count and are good to about 0.5 Å$^2$; a finer grid gives 363.7 and 465.9 Å$^2$, with the same ratio. The caps occupy a fraction 0.569 of the surface in the acac complex and $f=0.679$ in the hfac complex. The cap area thus grows from about 207 to 317 Å$^2$, while the exposed core shrinks slightly, from about 157 to 150 Å$^2$, because the larger caps cover more of it.

Let $w$ be the work of cohesion: the energy per area needed to separate two like faces in contact. Round model values are chosen, 50 mJ/m$^2$ for the core and for CH$_3$, and 30 mJ/m$^2$ for CF$_3$. They are inputs, not measured properties of these complexes. With random contacts between surface patches, the cohesive energy per molecule, counted positive, is

$$
E=\frac S2\Big(\sum_g f_g\sqrt{w_g}\Big)^2 ,
\tag{1}
$$

where $f_g$ is the surface fraction of group $g$. This formula is proved below.

For the acac complex all patches have the same $w$. Since $1\ \text{mJ/m}^2\times1\ \text{Å}^2=10^{-23}$ J, and $10^{-23}$ J per molecule is 0.006022 kJ/mol,

$$
E_H=\tfrac12(364.2)(50)(0.006022)=54.83\ \text{kJ/mol}.
$$

For the hfac complex the bracket in (1) is

$$
0.321\sqrt{50}+0.679\sqrt{30}=2.270+3.719=5.989 .
$$

Its square is the mean work of cohesion, 35.9 mJ/m$^2$, and therefore

$$
E_F=\tfrac12(466.4)(35.87)(0.006022)\approx50.4\ \text{kJ/mol}.
$$

The surface has grown by a factor 1.281, but the mean cohesion per area has fallen by a factor 0.717. The product is 0.92, so the heavier molecule is held less strongly.

At equal free volume in the condensed phase, the ratio of vapour pressures is $\exp[(E_H-E_F)/RT]$, also proved below. At 400 K, $RT=3.326$ kJ/mol, and

$$
\frac{p_F}{p_H}=\exp\left(\frac{54.83-50.36}{3.326}\right)=e^{1.344}\approx3.8 .
$$

A change of about 8 per cent in the energy gives a sizeable change of pressure, because the difference is larger than $RT$ and stands in an exponent. Within the model, this one case refutes the claims that a larger mass, a larger electron number or a larger surface must lower the vapour pressure. It does not predict the measured ratio for these compounds.

## The correct general statement

Define the mean work of cohesion of a complex by $\bar w=2E/S$. Let both complexes have the same free volume per molecule, and let the internal motion of each be the same in vapour and condensed phase. Then, with classical motion of the molecules as wholes,

$$
p_F>p_H\quad\Longleftrightarrow\quad E_F<E_H\quad\Longleftrightarrow\quad
\frac{\bar w_F}{\bar w_H}<\frac{S_H}{S_F}.
\tag{2}
$$

Neither mass nor electron number appears as a separate variable. Electrons matter through the cohesion they produce. In the example (2) reads $0.717<0.781$, which holds with little room to spare.

The last equivalence is immediate: $E_F<E_H$ means $\bar w_FS_F<\bar w_HS_H$, and division by the positive quantity $\bar w_HS_F$ gives it. The first equivalence and formula (1) need proof.

## Proof, part one: mass cancels from the vapour pressure

In classical statistical mechanics the kinetic and potential energies enter the partition function as separate factors. The momentum integral for a centre of mass of mass $m$ gives $\Lambda^{-3}$, with

$$
\Lambda=\frac{h}{\sqrt{2\pi mkT}} .
$$

This factor is the same in any potential, so it belongs to vapour and condensed phase alike.

To see the cancellation explicitly, place each molecule of the condensed phase in a cell. Let $q$ be its internal partition function, including rotation, and let $u(\mathbf r)$ be the rise in potential energy when it moves from the cell centre. The free volume is $v_f=\int e^{-u(\mathbf r)/kT}\,d^3r$. For $N$ molecules with total energy $-NE$ at the cell centres,

$$
Z_c=\left(\frac{q\,v_f}{\Lambda^3}\right)^N e^{NE/kT}.
$$

The chemical potential is $-kT\,\partial\ln Z_c/\partial N$. The work term $p$ times the molecular volume is neglected, since at low vapour pressure it is far below $kT$. Hence

$$
\mu_c=-E-kT\ln\frac{q\,v_f}{\Lambda^3}.
$$

For an ideal vapour in volume $V$, $Z_g=(qV/\Lambda^3)^N/N!$. Stirling's formula and $V/N=kT/p$ give

$$
\mu_g=-kT\ln\frac{q\,kT}{p\,\Lambda^3}.
$$

At equilibrium $\mu_c=\mu_g$. Dividing by $-kT$,

$$
\frac E{kT}+\ln\frac{q\,v_f}{\Lambda^3}=\ln\frac{q\,kT}{p\,\Lambda^3}.
$$

The terms $\ln(q/\Lambda^3)$ cancel, leaving

$$
p=\frac{kT}{v_f}\,e^{-E/kT}.
\tag{3}
$$

Here $E$ is per molecule; with molar energies $kT$ in the exponent becomes $RT$. For equal $v_f$, dividing (3) for the two complexes gives the exponential ratio used above, and the first equivalence in (2) follows. If the surroundings hinder rotation, the restricted range of orientations multiplies $v_f$ by a factor below one. The moments of inertia still cancel, because they come from momentum integrals.

### How good is the classical limit?

Mass returns through quantum motion in the cell. Consider one coordinate $x$ with potential $V(x)$. In the path-integral form of the partition function, the particle is a closed path of imaginary-time length $\hbar/kT$. Write the path as its mean position plus Fourier modes with frequencies $\omega_n=2\pi nkT/\hbar$. For free motion, mode $n$ contributes $kT/(m\omega_n^2)$ to the mean square spread $\langle\xi^2\rangle$ about the mean position. Summing over positive and negative $n$,

$$
\langle\xi^2\rangle=2\sum_{n=1}^{\infty}\frac{kT}{m\omega_n^2}
=\frac{\hbar^2}{2\pi^2mkT}\,\frac{\pi^2}{6}
=\frac{\hbar^2}{12mkT}=\frac{\Lambda^2}{24\pi}.
$$

The last step uses $\Lambda^2=2\pi\hbar^2/(mkT)$. The spread raises the mean potential along the path by $\tfrac12V''\langle\xi^2\rangle$ to leading order. Expanding the Boltzmann factor gives the ratio of quantum to classical cell factors,

$$
\frac{\Lambda Z_{\rm q}}{\int e^{-V/kT}dx}\simeq
1-\frac{\Lambda^2}{48\pi}\left\langle\frac{V''}{kT}\right\rangle ,
\tag{4}
$$

where the average is over the classical distribution in the cell.

This was tested by diagonalizing the Hamiltonian of an anharmonic cell with a width parameter of 0.30 Å. For a test particle of 20 u, the ratio is 0.99513 from diagonalization and 0.99512 from (4). For the two complexes $\Lambda$ is only 0.0485 and 0.0343 Å, and the correction is much smaller. Treating three coordinates with this same cell, mass alone changes the pressure by a factor $p_F/p_H=0.9995$. The lighter molecule has the larger quantum correction, which raises its pressure slightly. This effect has the sign that the "light means volatile" rule expects, but for the motion of the centre of mass in this cell it amounts to only about 0.05 per cent. The cell is soft, with a harmonic frequency near 18 cm$^{-1}$ for the acac complex. Six harmonic modes at 60 cm$^{-1}$, lowered by $\sqrt2$ in the heavier complex, would give about 0.6 per cent, which is still small. Hindered rotation has a quantum correction of its own, which is not included.

## Proof, part two: cohesion belongs to contacts

Take a molecule with surface $S$. A patch of type $g$ has area $f_gS$. If neighbours are randomly turned and the whole surface is in contact, a fraction $f_{g'}$ of that patch meets type $g'$. Let separation of this contact cost $w_{gg'}$ per area. Each contact is shared by two molecules, so half its energy is assigned to each:

$$
E=\frac S2\sum_{g,g'}f_gf_{g'}w_{gg'} .
$$

The model adopts the geometric-mean rule $w_{gg'}=\sqrt{w_gw_{g'}}$. The double sum then factorizes:

$$
\sum_{g,g'}f_gf_{g'}\sqrt{w_gw_{g'}}
=\Big(\sum_gf_g\sqrt{w_g}\Big)\Big(\sum_{g'}f_{g'}\sqrt{w_{g'}}\Big),
$$

which is (1). The factor one half and the factorization were tested by adding up the contacts in a lattice of cubes, each with two faces of one kind and four of another, placed in random order. The sum and the formula agree to 0.5 per cent or better, as the test requires. The test assumes the geometric-mean rule and does not establish it for real molecules.

### The break-even cohesion of the caps

Condition (2) can now be turned into a requirement on the CF$_3$ group. Let core and CH$_3$ have work of cohesion $w$, and let CF$_3$ have $rw$ on a surface fraction $f$. Equation (1) gives

$$
E_H=\frac{wS_H}{2},\qquad
E_F=\frac{wS_F}{2}\left(1-f+f\sqrt r\right)^2 .
$$

Set the energies equal, cancel $w/2$, divide by $S_F$ and take the positive root:

$$
1-f+f\sqrt{r^*}=\sqrt{\frac{S_H}{S_F}}
\quad\Longrightarrow\quad
r^*=\left[\frac{\sqrt{S_H/S_F}-1+f}{f}\right]^2 .
\tag{5}
$$

This requires $\sqrt{S_H/S_F}>1-f$. Otherwise the core alone holds the enlarged molecule at least as strongly as before, and no positive $r$ lowers $E$. When the condition is met, $E_F$ increases with $r$, so fluorination lowers the cohesive energy for $r<r^*$.

Two limits show what (5) means. If the surface keeps its size, $r^*=1$, and any weakening of the caps is enough. If the caps cover everything, $f=1$ and $r^*=S_H/S_F$, so the fall in their cohesion per area must outweigh the full growth of the surface. An exposed core makes the requirement stricter at a given surface ratio, because part of the surface is not weakened.

For the example,

$$
r^*=\left[\frac{0.884-1+0.679}{0.679}\right]^2\approx0.69 .
$$

The chosen ratio $30/50=0.60$ lies below it. The definition of the surface matters, however. A surface traced by the centre of a probe sphere of radius 1.5 Å, which cannot enter narrow crevices, gives $r^*=0.84$. The chosen ratio satisfies both criteria, but the difference between 0.69 and 0.84 shows that the threshold is not sharply determined by the geometry. The atomic radii matter as well: a hydrogen radius of 1.10 instead of 1.20 Å lowers $r^*$ to 0.64. The pressure ratio is far more sensitive than the threshold. With the same works of cohesion it is about 1.8 for the smaller hydrogen radius and about 2000 on the probe surface, so in these settings only its direction, not the value 3.8, is stable.

## What the additional electrons do

Could dispersion attraction alone supply the required weakening? To test this, CH$_4$ and CF$_4$ serve as models of cap material.

For two like isotropic molecules at distance $R$, in atomic units, the dipole interaction is $(x_1x_2+y_1y_2-2z_1z_2)/R^3$. In second-order perturbation theory the squares of the coefficients add to $1+1+4=6$, so the energy is $-C_6/R^6$ with

$$
C_6=6\sum_{k,l}\frac{|z_k|^2|z_l|^2}{\omega_k+\omega_l}
=\frac32\sum_{k,l}\frac{F_kF_l}{\omega_k\omega_l(\omega_k+\omega_l)} .
$$

Here $\omega_k$ is an excitation energy, $z_k$ its transition dipole and $F_k=2\omega_k|z_k|^2$ its oscillator strength along one axis. The polarizability at imaginary frequency is $\alpha(iu)=\sum_kF_k/(\omega_k^2+u^2)$. Using

$$
\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{\pi}{2ab(a+b)}
$$

for each pair of excitations gives

$$
C_6=\frac3\pi\int_0^\infty\alpha(iu)^2\,du .
$$

These quantities were computed by time-dependent Hartree–Fock response in the aug-cc-pVDZ basis, with the 1s electrons of carbon and fluorine frozen. For all-electron CH$_4$, tests compare the static polarizability with a finite-field calculation and the frequency integral with the sum over excitations.

From CH$_4$ to CF$_4$ the electron number rises from 10 to 42, but the static polarizability rises only from 16.0 to 16.9 a.u. Electron number is therefore a poor measure of how easily the molecule is polarized. It would be equally wrong to conclude that $C_6$ hardly changes: it rises from 118 to 224 a.u., by a factor 1.90. If all response is represented by one excitation energy $\omega_0$, the sum gives $C_6=\tfrac34\alpha(0)^2\omega_0$. The effective energy must then rise by $1.901/(16.92/16.02)^2\approx1.70$. The response of CF$_4$ persists to higher frequencies, and this adds to its dispersion attraction. The CF$_4$ values are not converged in the basis: aug-cc-pVTZ gives 17.4 a.u. for the polarizability and 231 a.u. for $C_6$, while CH$_4$ hardly moves, so the $C_6$ ratio becomes 1.96.

The attraction per area also depends on how densely the polarizable material is packed. Take two half-spaces with number density $\rho$ and gap $D$. For vertical separation $z$ between two volume elements, the combined depth is $z-D$, and it can be divided between the two bodies over a range of length $z-D$. With lateral distance $s$,

$$
w=\rho^2C_6\int_D^\infty(z-D)\,dz\int_0^\infty\frac{2\pi s\,ds}{(s^2+z^2)^3}.
$$

The inner integral is $\pi/(2z^4)$. Therefore

$$
w=\frac{\pi\rho^2C_6}{2}\left(\frac1{2D^2}-\frac1{3D^2}\right)
=\frac{\pi\rho^2C_6}{12D^2}.
\tag{6}
$$

At equal packing fraction $\rho$ is inversely proportional to the molecular volume $v$. At equal gap as well, $w\propto C_6/v^2$. The volumes inside the electron-density contour of 0.001 a.u. have the ratio 1.440, so

$$
\frac{w_{\rm CF_4}}{w_{\rm CH_4}}=\frac{1.901}{1.440^2}\approx0.92 .
$$

With these volumes and Hartree–Fock response, the fluorinated material has slightly weaker dispersion cohesion per area despite having more than four times as many electrons. But with this contour the reduction is only about 8 per cent (about 11 per cent in aug-cc-pVTZ, where the volume ratio is 1.48), and 0.92 lies above both break-even values, 0.69 and 0.84.

This result is sensitive to the volumes, because the density contour that defines them is a convention. A volume ratio of 1.38 instead of 1.44 would remove the reduction altogether, while a ratio of 1.50 would bring $w_{\rm CF_4}/w_{\rm CH_4}$ down to 0.84. Ordinary choices of contour span this range. The 0.002 a.u. contour gives a volume ratio near 1.57 and a cohesion ratio of about 0.77 (0.80 in aug-cc-pVTZ), below the probe-surface threshold though still above 0.69. The 0.0004 a.u. contour gives a cohesion ratio above one. It is also sensitive to the response: a $C_6$ ratio above $1.440^2\approx2.07$, instead of 1.90, would turn the reduction into an increase. Hartree–Fock response omits electron correlation. A hybrid local-density functional with 25 per cent exact exchange gives a $C_6$ ratio of 2.00 and, with its own volumes at 0.001 a.u., a cohesion ratio of 0.93. Since the contour alone can reverse it, the sign of this small difference is not settled here. A larger $C_6$ ratio would, however, make the required weakening still harder to reach. If the value 0.92 replaces the chosen 0.60, the model gives $E_F=66.2$ kJ/mol and $p_F/p_H\approx0.03$. The fluorinated complex would then be much less volatile.

This result separates two claims. Weaker cohesion per area can outweigh mass, electron number and surface growth; the counter-example shows that. With volumes from the 0.001 a.u. contour, dispersion density at an equal gap does not weaken the cohesion enough for either surface. With the 0.002 a.u. contour it is enough on the probe surface but not on the van der Waals surface. Whether dispersion alone suffices is therefore left open by these conventions. If it does not, the higher volatility of the real hfac complex needs a further contribution.

One candidate can be sized from (6), since $w$ falls as $D^{-2}$. To bring 0.917 down to the two break-even values, the gap between CF$_3$ faces would have to be wider than that between CH$_3$ faces by

$$
\sqrt{\frac{0.917}{0.687}}\approx1.16
\qquad\text{or}\qquad
\sqrt{\frac{0.917}{0.842}}\approx1.04 .
$$

Here both the gap and the $C_6$ between unlike faces are taken as geometric means, so that (1) still applies. Weaker electrostatic attraction between the chelate cores is another candidate. Both are conjectures here: neither the gap nor the electrostatic energy was computed. Isolated CH$_4$ and CF$_4$ also omit the influence of the chelate on its caps.

## Equilibrium pressure is not evaporation rate

Mass does enter the rate at which molecules cross a surface. For vapour of number density $n=p/kT$, the one-dimensional Maxwell distribution gives the flux in one direction:

$$
J=n\int_0^\infty v_x\sqrt{\frac{m}{2\pi kT}}\,e^{-mv_x^2/2kT}\,dv_x
=n\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
$$

At equilibrium this is the flux striking the condensed phase. If every arriving molecule sticks, an equal flux must leave, and this is the largest evaporation flux into vacuum. At equal pressure the heavier complex is slower by $\sqrt{324.3/648.1}=0.707$. In the example the pressure advantage outweighs this factor:

$$
\frac{J_F}{J_H}=3.83\times0.707\approx2.7 .
$$

A small pressure advantage, below a factor 1.41, would be lost in this molecular flux. The rate of mass loss, $mJ$, scales the other way: at equal pressure the heavier complex loses mass faster by a factor 1.41. Evaporation rates alone therefore do not rank equilibrium vapour pressures when the masses differ.

## When the conclusion fails

If the free volumes differ, (3) gives

$$
\frac{p_F}{p_H}=\frac{v_{f,H}}{v_{f,F}}\,
\exp\left(\frac{E_H-E_F}{RT}\right).
$$

A loosely held molecule may also have more room to move, which favours the condensed phase. In the example, a free volume 3.83 times larger for the hfac complex would cancel its advantage at 400 K. If rotation is equally restricted in both complexes, that corresponds to a factor of about 1.56 in each linear dimension. Lower cohesive energy therefore implies higher pressure only while its exponential gain exceeds the free-volume factor.

The surface model also leaves out specific contacts, crystal packing and changes of molecular shape between the phases. At a given temperature one complex may be solid and the other liquid, and equal free volume is then a poor assumption. If a complex forms oligomers, binds additional ligands or decomposes on heating, the energy of removing an intact monomer is no longer the relevant quantity. In such cases the cancellation of mass still holds for classical motion of the same species in both phases, but criterion (2) must be replaced by the free-energy balance of the species actually present. The numerical output follows.

## Table of computed values

```
H = CH3 or acac; F = CF3 or hfac; ratios are F/H
Cap models: RHF response, aug-cc-pVDZ, frozen 1s
C-H and C-F bond lengths: 1.09, 1.34 angstrom
electrons CH4, CF4: 10, 42
polarizability CH4, CF4: 16.02, 16.92 a.u.
CH4 all-electron response, finite field: 16.0189, 16.0198 a.u.
C6 CH4, CF4: 117.6, 223.6 a.u.
CH4 all-electron C6 quadrature, state sum: 117.710, 117.710 a.u.
volume CH4, CF4: 282, 405 bohr^3
C6 ratio: 1.901
volume ratio: 1.440
dispersion-only w ratio C6/v^2: 0.917
Complexes: Al(acac)3, Al(hfac)3
mass: 324.3, 648.1 u
electrons: 172, 316
surface: 364.2, 466.4 angstrom^2
surface ratio: 1.281
cap surface fraction: 0.569, 0.679
chosen w core/CH3, CF3: 50, 30 mJ/m^2
mean w: 50.0, 35.9 mJ/m^2
mean w ratio: 0.717
inverse surface ratio S_H/S_F: 0.781
cohesive energy: 54.83, 50.36 kJ/mol
break-even CF3 w ratio, vdW surface: 0.687
break-even CF3 w ratio, 1.5 angstrom probe: 0.842
lattice energy, formula: 0.65223, 0.65224 kJ/mol
temperature: 400 K
RT: 3.326 kJ/mol
thermal wavelength: 0.0485, 0.0343 angstrom
cell width parameter: 0.30 angstrom
classical cell length: 0.644912 angstrom
quantum cell length: 0.644717, 0.644814 angstrom
pressure ratio from mass alone: 0.999549
20 u cell quantum/classical, formula: 0.995131, 0.995119
pressure ratio, chosen w: 3.83
flux factor from mass alone: 0.707
maximum molecular flux ratio: 2.71
F cohesive energy, dispersion-only w ratio: 66.23 kJ/mol
pressure ratio, dispersion-only w ratio: 0.03
```
